\section*{Two derivations of the integral solution of Dill's exposure equations}

\section{Four levels that move together}

A deep film of positive photoresist on a nonreflecting substrate is exposed uniformly from above to light of one wavelength. Exposure destroys an inhibitor, and $M$ denotes the fraction that survives. Raise the dose entering the film from 60 to 100 mJ/cm$^2$, and the depth at which $M=0.45$ moves down by $0.8822\,\mu$m. The depths at which $M=0.55$, $0.65$ and $0.75$ also move down by $0.8822\,\mu$m. These four shifts come from direct numerical integration of the exposure equations in a film $3\,\mu$m thick. The levels lie at different depths and have received different amounts of light, so their equal shifts ask for an explanation.

The explanation is a property of Dill's equations. Measure depth $z$ downward from the top surface of a film of thickness $d$, and let $I(z,t)$ be the light intensity. The equations are
\begin{align}
\frac{\partial I}{\partial z}&=-I\,(AM+B), \label{abs}\\
\frac{\partial M}{\partial t}&=-C\,I\,M. \label{rate}
\end{align}
Here $A$ is the absorption coefficient that disappears on bleaching, $B$ is the absorption that remains, and $C>0$ sets the rate of destruction. The conditions are
\begin{equation}
M(z,0)=1,\qquad I(0,t)=I_0(t),\qquad D(t)=\int_0^t I_0(t')\,dt'. \label{bc}
\end{equation}
$I_0$ is the intensity just inside the resist, so reflection at the top surface has already been deducted, and $D$ is the dose that enters. The lamp may vary in time.

Equation~(\ref{abs}) describes light that travels only downward; this is where the nonreflecting substrate enters. I take $A$, $B$ and $C$ constant, with $B\ge0$ and $A+B>0$. A resist that darkens on exposure has $A<0$ and is included.

The result to be derived, for any $D>0$, is
\begin{equation}
z=\int_{M_0}^{M(z,t)}\frac{dy}{y\,F(y)},\qquad F(y)=A(1-y)-B\ln y,\qquad M_0=e^{-CD}. \label{main}
\end{equation}
The lower limit is the inhibitor fraction at the surface, and the dose enters the formula there and nowhere else.

The integrand must be positive for this to define $M$. For $0<y<1$ we have $-\ln y>1-y$. If $B>0$, then $F(y)>(A+B)(1-y)>0$. If $B=0$, then $F(y)=A(1-y)$ with $A>0$. So $F>0$ in both cases, and the integral grows steadily with its upper limit. Near $y=1$, $F\approx(A+B)(1-y)$ and the integral diverges logarithmically. Every finite depth therefore corresponds to one value of $M$ between $M_0$ and 1.

\section{First derivation: add up the light at each depth}

The first route integrates over time at fixed depth. Define the local dose
\begin{equation}
E(z,t)=\int_0^t I(z,t')\,dt'.
\end{equation}
Dividing (\ref{rate}) by $M$ gives $\partial\ln M/\partial t=-CI$. Integrating from $t=0$, where $\ln M=0$, gives
\begin{equation}
\ln M=-C\,E. \label{lnM}
\end{equation}
Integrating (\ref{rate}) without dividing by $M$ gives a second relation,
\begin{equation}
\int_0^t I M\,dt'=-\frac1C\int_0^t\frac{\partial M}{\partial t'}\,dt'=\frac{1-M}{C}. \label{IM}
\end{equation}
Now integrate the absorption equation (\ref{abs}) over time. Since $A$ and $B$ do not depend on time,
\begin{equation}
\frac{\partial E}{\partial z}=-A\int_0^t IM\,dt'-B\int_0^t I\,dt'
=-\frac{A(1-M)}{C}-B\,E. \label{Ez}
\end{equation}
The first term is the energy taken up by bleachable absorption, which is proportional to the amount of inhibitor destroyed. The second is the energy lost to fixed absorption, proportional to all the light that passed.

Multiply (\ref{Ez}) by $-C$. By (\ref{lnM}) the left side becomes $\partial\ln M/\partial z$, and on the right $BCE=-B\ln M$. Hence
\begin{equation}
\frac{\partial \ln M}{\partial z}=A(1-M)-B\ln M=F(M). \label{ode}
\end{equation}
Time has dropped out, and at each fixed $t$ this is an ordinary differential equation in $z$. Writing $\partial\ln M=\partial M/M$ and separating variables,
\begin{equation}
\frac{dM}{M\,F(M)}=dz .
\end{equation}
At $z=0$ the local dose is $D$, so (\ref{lnM}) gives $M_0=e^{-CD}$. Integrating from the surface to depth $z$ gives (\ref{main}).

The intensity follows without another integration. Differentiate (\ref{main}) in time at fixed $z$; both limits move:
\begin{equation}
0=\frac{1}{M F(M)}\frac{\partial M}{\partial t}-\frac{1}{M_0F(M_0)}\frac{dM_0}{dt}. \label{dt}
\end{equation}
By (\ref{rate}), $\partial M/\partial t=-CIM$ and $dM_0/dt=-CI_0M_0$. The factors $M$, $M_0$ and $-C$ cancel, leaving
\begin{equation}
I(z,t)=I_0(t)\,\frac{F(M)}{F(M_0)}. \label{Ilaw}
\end{equation}

\subsection*{The converse}

So far, any solution of Dill's equations has been shown to obey (\ref{main}). Conversely, let $M$ be defined by (\ref{main}) and $I$ by (\ref{Ilaw}). Differentiating (\ref{main}) in $z$ gives $\partial M/\partial z=MF(M)$. Since $F'(y)=-A-B/y$,
\begin{equation}
\frac{\partial I}{\partial z}=\frac{I_0}{F(M_0)}F'(M)\,M F(M)=I\,M F'(M)=-I(AM+B),
\end{equation}
which is (\ref{abs}). Equation (\ref{dt}), with $dM_0/dt=-CI_0M_0$, gives
\begin{equation}
\frac{\partial M}{\partial t}=-C I_0\frac{F(M)}{F(M_0)}M=-CIM,
\end{equation}
which is (\ref{rate}). At $z=0$ the formulas return $M_0$ and $I_0$. As $D\to0$, $M_0\to1$, and $M$, which lies between $M_0$ and 1, tends to 1 as well. The formula therefore solves the full problem.

\section{Second derivation: every plane is a surface}

The second route never integrates the unknown intensity inside the film. It uses the surface, where the light is known, and an argument that carries the surface result to every depth.

\subsection*{The solution depends on dose alone, and is unique}

Use the dose $\tau=D(t)$ as the clock and set $i=I/I_0$. While the lamp is off nothing changes. Since $d\tau=I_0\,dt$, the equations become
\begin{equation}
\frac{\partial i}{\partial z}=-i(AM+B),\qquad \frac{\partial M}{\partial\tau}=-C\,i\,M,\qquad i(0,\tau)=1. \label{scaled}
\end{equation}
The lamp's history has disappeared.

To see that (\ref{scaled}) has one solution, put $L=-\ln M\ge0$. Solving the first equation for $i$ and inserting it in the second gives
\begin{equation}
\frac{\partial L}{\partial\tau}=C e^{-Q},\qquad Q=\int_0^z(Ae^{-L}+B)\,dz'.
\end{equation}
For $0<M\le1$ the absorption $AM+B$ lies between $B$ and $A+B$, so $Q\ge0$. Suppose there are two solutions, and let $\delta(\tau)$ be the largest value of $|L_1-L_2|$ over the film. For nonnegative arguments $|e^{-a}-e^{-b}|\le|a-b|$. Using this twice,
\begin{equation}
\left|\frac{\partial(L_1-L_2)}{\partial\tau}\right|\le C|Q_1-Q_2|\le C|A|d\,\delta(\tau).
\end{equation}
Both solutions start from $L=0$. With $\kappa=C|A|d$ and $G(\tau)=\int_0^\tau\delta\,d\tau'$, integration gives $G'=\delta\le\kappa G$. Then $(e^{-\kappa\tau}G)'\le0$. Since $G(0)=0$ and $G\ge0$, $G$ vanishes and the two solutions agree. Write the unique solution as $M=\mathcal M(z,D)$.

\subsection*{The slope at the surface}

At the surface $i=1$ and $M=e^{-C\tau}$ at every dose $\tau$, so (\ref{scaled}) gives
\begin{equation}
\left.\frac{\partial i}{\partial z}\right|_{0}=-(Ae^{-C\tau}+B).
\end{equation}
From $\partial\ln M/\partial\tau=-Ci$, differentiated in $z$ and integrated over dose,
\begin{align}
\left.\frac{\partial\ln M}{\partial z}\right|_{0}
&=C\int_0^D(Ae^{-C\tau}+B)\,d\tau\nonumber\\
&=A(1-e^{-CD})+BCD. \label{surf}
\end{align}
With $m=e^{-CD}$ for the surface fraction, $CD=-\ln m$ and the slope is $A(1-m)-B\ln m=F(m)$. The function $F$ is thus the logarithmic slope that a surface acquires by the time its inhibitor has fallen to $m$.

\subsection*{From the surface to every depth}

Consider the part of the film below a plane at depth $a$. It began with $M=1$ and has the same $A$, $B$ and $C$ as the whole film. Because no light travels upward, it is influenced from outside only by the light that comes down through the plane. It is therefore a Dill problem of its own, with surface dose
\begin{equation}
D_a=-\frac1C\ln\mathcal M(a,D).
\end{equation}
The light reaching the plane can vary in time even under a steady lamp, but only its accumulated dose matters. By uniqueness,
\begin{equation}
\mathcal M(a+h,D)=\mathcal M(h,D_a). \label{embed}
\end{equation}
Take the logarithm, differentiate in $h$ and set $h=0$. The right side is the surface slope (\ref{surf}) for a surface fraction $e^{-CD_a}=\mathcal M(a,D)$, so
\begin{equation}
\left.\frac{\partial\ln M}{\partial z}\right|_{z=a}=F\bigl(M(a,t)\bigr).
\end{equation}
This is (\ref{ode}) again, and separation of variables gives (\ref{main}).

\section{Why the levels move together}

Hold $M$ fixed in (\ref{main}) and vary the dose. Only the lower limit changes, and $dM_0/dD=-CM_0$, so
\begin{equation}
\left.\frac{\partial z}{\partial D}\right|_M=-\frac{1}{M_0F(M_0)}\frac{dM_0}{dD}=\frac{C}{F(M_0)}. \label{speed}
\end{equation}
The right side does not contain $M$. All levels present in the film move inward at the same rate per unit dose, so the profile shifts without changing shape. Relation (\ref{embed}) gives the reason: a more heavily exposed film contains the less exposed one, starting at a lower plane. Integrating (\ref{speed}) from 60 to 100 mJ/cm$^2$ with the parameters given below yields $0.8822\,\mu$m, the shift found directly for all four levels.

The motion slows as the dose grows, provided some absorption remains at the surface, because
\begin{equation}
\frac{dF(M_0)}{dD}=F'(M_0)\,(-CM_0)=C(AM_0+B)\ge0 .
\end{equation}

\section{Limits}

\textit{Complete bleaching, $B=0$.} Here $1/[y(1-y)]=1/y+1/(1-y)$, and the integral is elementary:
\begin{equation}
Az=\ln\frac{M}{1-M}-\ln\frac{M_0}{1-M_0}
\quad\Rightarrow\quad \frac{M}{1-M}=e^{Az}\frac{M_0}{1-M_0}.
\end{equation}
The rate (\ref{speed}) is $C/[A(1-M_0)]$ and tends to the constant $C/A$ at large dose. The film above the front has become transparent, and the front advances in proportion to the light supplied.

\textit{No bleaching, $A=0$.} With $L=-\ln y$, $dy/y=-dL$ and $F=BL$. Then $Bz=\ln(L_0/L)$ with $L_0=CD$, so
\begin{equation}
-\ln M=CD\,e^{-Bz}.
\end{equation}
This is ordinary exponential attenuation of the dose.

\textit{Small dose.} When $CD\ll1$ and $B\,CD\ll A+B$, $M$ is close to 1 throughout and $F\approx(A+B)(1-y)$. The second condition follows from the first unless the resist darkens on exposure. To leading order
\begin{equation}
(A+B)z=\ln\frac{1-M_0}{1-M}\quad\Rightarrow\quad 1-M\approx CD\,e^{-(A+B)z}.
\end{equation}
The light is attenuated as in the unexposed film.

\textit{Large dose with $B>0$.} Now $M_0\to0$ and $F(M_0)\to A+BCD$, so the rate approaches $C/(A+BCD)$ and eventually falls as $1/(BD)$. For $A>0$, fixed absorption takes a growing share of the light as the front goes deeper.

Formula (\ref{main}) was tested against direct integration of (\ref{abs}) and (\ref{rate}) in a $1\,\mu$m film with $CD=1.5$. The five cases were the example below with a steady and with a ramped lamp, and three others with $(A,B)=(0.9,0)$, $(0,0.7)$ and $(-0.3,0.8)\,\mu$m$^{-1}$. The largest difference in depth was $1.5\times10^{-8}\,\mu$m.

\section{A one-micrometre film}

Take $A=0.90\,\mu$m$^{-1}$, $B=0.05\,\mu$m$^{-1}$, $C=0.015$ cm$^2$/mJ, $d=1.00\,\mu$m and $D=100$ mJ/cm$^2$. At the surface $CD=1.5$, so $M_0=e^{-1.5}=0.2231$ and
\begin{equation}
F(M_0)=0.90\times0.7769+0.05\times1.5=0.7742\,\mu\mathrm{m}^{-1}.
\end{equation}
Solving (\ref{main}) for $M$, and using (\ref{Ilaw}) for the intensity at the end of exposure, gives
\begin{center}
\begin{tabular}{ccc}
$z$ ($\mu$m) & $M$ & $I/I_0$\\
0.00 & 0.2231 & 1.0000\\
0.25 & 0.2691 & 0.9345\\
0.50 & 0.3203 & 0.8637\\
0.75 & 0.3758 & 0.7888\\
1.00 & 0.4346 & 0.7112
\end{tabular}
\end{center}

The last row can be checked by hand. At $y=0.2231$, $0.3288$ and $0.4346$ the integrand $1/(yF)$ is $5.789$, $4.610$ and $4.180\,\mu$m. Simpson's rule gives
\begin{equation}
z\approx\frac{0.2115}{6}\,(5.789+4\times4.610+4.180)\,\mu\mathrm{m}=1.001\,\mu\mathrm{m},
\end{equation}
against the true depth of $1\,\mu$m.

Before exposure the fraction of light reaching the bottom is $e^{-0.95}=0.387$; at the end it is $0.5506/0.7742=0.711$. If the initial transmission is kept throughout, the predicted bottom fraction is $\exp(-1.5\times0.3867)=0.560$ instead of $0.435$. Bleaching thus removes a further $0.125$ of the original inhibitor there. A bottom value of $M=0.5$ needs 86.5 mJ/cm$^2$. At 100 mJ/cm$^2$ the profile advances by $0.015/0.7742=0.0194\,\mu$m per mJ/cm$^2$.

\subsection*{Beside a real resist}

The parameters are rough typical values for a diazonaphthoquinone--novolac resist at the mercury i-line, wavelength $0.365\,\mu$m, with refractive index about 1.7. Of the neglected effects estimated here, reflection from a bare silicon substrate is the largest. With a rough silicon index of $6.5+2.7i$, bare silicon reflects about 0.41 of the intensity reaching it from the resist. A full wave calculation for the $1.00\,\mu$m film, with the lamp dose held fixed, then changes $M$ by up to 0.43 at single depths. Averaged over one fringe of $0.107\,\mu$m, the change is still up to 0.09. These figures depend on interference in the film: over thicknesses up to one fringe greater, the first varies between about 0.41 and 0.47 and the second between about 0.04 and 0.13. For an antireflective layer with a residual reflectance of 0.005 under the $1.00\,\mu$m film, the corresponding figures depend on the phase of the reflected wave and reach about 0.07 and 0.01. Formula (\ref{main}) therefore describes a film on a good antireflective layer, and there mainly the fringe-averaged profile; it does not describe a film on bare silicon.

The other effects estimated are smaller than that of bare silicon. The step in absorption at the bottom of the film reflects weakly: on a transparent substrate with the resist's refractive index, the wave calculation differs from the one-way model by at most 0.005 in $M$. A ray at the edge of a lens aperture of 0.50 has a path longer by a factor 1.046, which raises the bottom $M$ by 0.011 at fixed surface exposure. If bleaching changes the index by as much as the bleachable extinction, about 0.026, surface transmission changes by a relative 0.4\%. On a reflecting substrate the same index change also shifts the interference fringes; on bare silicon this can change $M$ at single depths by more than 0.2. Heating is below about 1 K if the wafer keeps all the energy. Uncertainty in the parameters affects the bottom of the film more than the edge ray does: raising $A$ by 10\% changes the bottom $M$ by $+0.022$, and raising $C$ by 10\% changes it by $-0.045$.

\section{What each derivation assumes}

Both derivations need one-way light of a single wavelength, inhibitor that stays in place, and a destruction rate proportional to the intensity or to a fixed power of it. If the lamp supplies several wavelengths with different $A$, $B$ and $C$, the levels in general no longer move together. For a rate $CI^2M$, put $J=I^2$. Equation (\ref{abs}) gives $\partial J/\partial z=-2J(AM+B)$, so the problem is the old one with $A$ and $B$ doubled and $\int J\,dt$ as the dose. A mixed rate $C(I+\beta I^2)M$ with $\beta>0$ is different. Then $\ln M=-C\int(I+\beta I^2)\,dt$, and its depth derivative is $C\int(I+2\beta I^2)(AM+B)\,dt$. The first derivation fails because the rate equation supplies only integrals weighted by $I+\beta I^2$. The second fails because the inhibitor fraction at a plane no longer determines the profile below it, which now depends also on how the intensity varied in time. With reflection, the first loses equation (\ref{abs}) for the total intensity. The second loses the copy: the light below a plane now depends also on the distance to the substrate, so the lower part of the film no longer behaves like the whole.

They differ in where uniformity enters. The first uses it late. If $A$ and $B$ vary with depth, its steps still give
\begin{equation}
\frac{\partial\ln M}{\partial z}=A(z)(1-M)-B(z)\ln M .
\end{equation}
If the inhibitor starts as $m(z)$ instead of 1, then $\ln(M/m)=-CE$ and $\int IM\,dt'=(m-M)/C$, so
\begin{equation}
\frac{\partial}{\partial z}\ln\frac Mm=A(m-M)-B\ln\frac Mm .
\end{equation}
Each is still an ordinary differential equation at fixed time, but in general its variables do not separate and (\ref{main}) is lost.

The second derivation uses uniformity at once: the lower part of the film must be a copy of the whole. It also needs a solution to exist, which the converse supplies, and to be unique, which had to be proved. The first needs neither, since it shows directly that any smooth solution obeys (\ref{main}). In return, the second obtains $F$ from surface quantities known in advance, and it shows before any integral is evaluated why a larger dose shifts the profile without reshaping it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs (rough): A = 0.90 1/um, B = 0.05 1/um, C = 0.015 cm2/mJ
Film thickness = 1.00 um, dose entering = 100 mJ/cm2
Wavelength = 0.365 um, resist index = 1.70
Surface: C*D = 1.500, M0 = 0.2231, F(M0) = 0.7742 1/um
Depth (um), M from integral, M from direct solution, I/I0 from F ratio
  0.00  0.2231  0.2231  1.0000
  0.25  0.2691  0.2691  0.9345
  0.50  0.3203  0.3203  0.8637
  0.75  0.3758  0.3758  0.7888
  1.00  0.4346  0.4346  0.7112
F at bottom = 0.5506 1/um
Simpson nodes y: 0.2231 0.3288 0.4346
Integrand 1/(y F) at nodes (um): 5.7889 4.6100 4.1797
Simpson depth = 1.0010 um
Bottom I/I0 before bleaching = 0.3867
Bottom M if bleaching is ignored = 0.5598
Dose for bottom M = 0.5: 86.50 mJ/cm2, surface M = 0.2732
Profile speed at 100 mJ/cm2 = 0.01938 um per mJ/cm2
Profile shift from 60 to 100 mJ/cm2: law 0.8822 um
Direct shifts at M = 0.45, 0.55, 0.65, 0.75 (um): 0.8822 0.8822 0.8822 0.8822
Largest depth error over five test cases = 1.5e-08 um
Largest I/I0 error over five test cases = 2.6e-08
Bottom M shift, 201 to 401 grid points = 1.1e-08
Neglected effects (changes in M unless stated)
Silicon index (rough) = 6.5 + 2.7i, reflectance from resist = 0.407
Fringe period = 0.1074 um
Bare silicon: largest change 0.434, fringe-averaged 0.089
Coated, reflectance 0.005: largest change 0.056, fringe-averaged 0.005
Index-matched substrate, full wave: largest change 0.0048
Silicon M shift, 501 to 1001 grid points = 9.9e-05
Intensity errors relative to the peak:
  layer solution on silicon 3.5e-05, downward light on matched substrate 0.0066
  ray model on silicon: uniform film 0.0016, exposed film 0.1213
Edge ray, aperture 0.50: path factor 1.0463, bottom change +0.0111
Index change estimate = 0.0261, relative change of surface transmission = 0.0040
Thermal inputs (rough): lamp 200 mW/cm2, resist conductivity 0.2 W/(m K)
Wafer 725 um, heat capacity 1.66 J/(cm3 K)
Heating bound: across film 0.010 K, wafer 0.83 K
Bottom change for A +10%: +0.0220, for C +10%: -0.0447
\end{verbatim}
